\section*{Mean-field gap equations and critical temperature of a two-band superconductor, part 1}

(Sections cited here and not found follow in the second part.)

\section{Result}

Consider two bands $i=1,2$ with densities of states $N_i$ per spin and per cell at the Fermi level, electrons paired within each band, and a pair-scattering amplitude $V_{ij}$ (positive for attraction) that is constant in the shell $|\xi|<\omega_c$ and zero outside it. Units are $\hbar=k_B=1$. Define $\lambda_{ij}=V_{ij}N_j$. In mean-field theory three statements hold.

First, the gaps obey the Suhl--Matthias--Walker equations
\begin{equation}
\Delta_i=\sum_j\lambda_{ij}\,\Delta_j\,F(\Delta_j,T),\qquad
F(\Delta,T)=\int_0^{\omega_c}\!d\xi\,\frac{\tanh(E/2T)}{E},\qquad E=\sqrt{\xi^2+|\Delta|^2}.
\label{gap}
\end{equation}
Second, $N_1\lambda_{12}=N_2\lambda_{21}$ when $V_{12}$ is real, and $N_1\lambda_{12}=N_2\lambda_{21}^*$ in general. Third, for a cutoff common to both bands the eigenvalues of $\lambda$ are real, and the critical temperature is fixed by the algebraically largest one, $\Lambda$:
\begin{equation}
\Lambda\,F(0,T_c)=1,\qquad T_c\simeq\frac{2e^{\gamma}}{\pi}\,\omega_c\,e^{-1/\Lambda}\quad(T_c\ll\omega_c),
\label{tc}
\end{equation}
with $\gamma$ Euler's constant. If $\Lambda\le0$ there is no pairing in this model, where the whole interaction is confined to the shell. If the cutoffs differ, the condition is that the largest eigenvalue of the matrix $\lambda_{ij}F_j(0,T)$ equals one, and $\lambda$ alone no longer fixes $T_c$. The numbers and the tests cited below come from the numerical check.

\section{The model and the reciprocity relation}

\subsection{Hamiltonian}

Let $b_{ik}=c_{i,-k\downarrow}c_{ik\uparrow}$ annihilate a pair. For $N_c$ cells,
\begin{equation}
H=\sum_{ik\sigma}\xi_{ik}c^\dagger_{ik\sigma}c_{ik\sigma}-\frac1{N_c}\sum_{ik\neq jk'}V_{ij}\,b^\dagger_{ik}b_{jk'} ,
\label{H}
\end{equation}
with $\xi$ measured from the chemical potential and $\xi_{i,-k}=\xi_{ik}$. The omitted diagonal terms number $O(N_c)$ and each carries $1/N_c$, so they change the energy per cell by $O(1/N_c)$. Sums over the shell become $N_c^{-1}\sum_k\to N_i\int_{-\omega_c}^{\omega_c}d\xi$ with constant $N_i$.

The adjoint of $V_{12}b^\dagger_{1k}b_{2k'}$ is $V_{12}^*b^\dagger_{2k'}b_{1k}$, so $H=H^\dagger$ requires $V_{21}=V_{12}^*$ and real $V_{ii}$. Therefore
\begin{equation}
N_1\lambda_{12}=N_1V_{12}N_2=(N_2V_{21}N_1)^*=N_2\lambda_{21}^* .
\label{recip}
\end{equation}
If $V_{12}=|V_{12}|e^{i\phi}$, the substitution $b_{2k}=e^{-i\phi}b'_{2k}$, a common rephasing of the band-2 states, turns $V_{12}$ into $|V_{12}|$; in that gauge $N_1\lambda_{12}=N_2\lambda_{21}$. With three bands the product $V_{12}V_{23}V_{31}$ is unchanged by rephasing, and a complex value of it cannot be removed. The placement of the indices belongs to the convention: with $\lambda_{ij}=N_iV_{ij}$ the relation reads $N_2\lambda_{12}=N_1\lambda_{21}$.

\subsection{The same relation for couplings computed from phonons}

In a first-principles calculation $\lambda_{ij}$ is a Fermi-surface sum over electron-phonon matrix elements, and the relation can be proved for that sum directly. Let $D_{n\alpha}=\partial h/\partial u_{n\alpha}$ be the derivative of the one-electron Hamiltonian with respect to a displacement in cell $R_n$, where $\alpha$ labels atom and direction. The coupling is $H_{ep}=\sum_{q\nu}\delta V_{q\nu}(a_{q\nu}+a^\dagger_{-q\nu})$ with
\begin{equation}
\delta V_{q\nu}=N_c^{-1/2}\sum_{n\alpha}(2M_\alpha\omega_{q\nu})^{-1/2}e_\alpha(q\nu)\,e^{iq\cdot R_n}D_{n\alpha}.
\end{equation}
Force constants are real, so the dynamical matrix at $-q$ is the complex conjugate of that at $q$; hence $\omega_{-q\nu}=\omega_{q\nu}$ and one may choose $e_\alpha(-q\nu)=e_\alpha(q\nu)^*$. Two separate properties follow. Because $D_{n\alpha}$ is Hermitian, $\delta V_{q\nu}^\dagger=\delta V_{-q\nu}$. Because $D_{n\alpha}$ is real in position space (time reversal, with no magnetism and no spin-orbit coupling), $\delta V_{q\nu}^*=\delta V_{-q\nu}$, and the orbitals may be chosen as $\psi_{i,-k}=\psi_{ik}^*$.

Take a pair $(ik\uparrow,i,-k\downarrow)$ and a pair $(jk'\uparrow,j,-k'\downarrow)$, both on the Fermi surface, with $k'=k+q$ up to a reciprocal lattice vector. Put $g=\langle\psi_{jk'}|\delta V_{q\nu}|\psi_{ik}\rangle$ and $\bar g=\langle\psi_{jk'}^*|\delta V_{-q\nu}|\psi_{ik}^*\rangle$. Conjugating every factor in the integral for $\bar g$ gives $\bar g^*=\langle\psi_{jk'}|\delta V_{-q\nu}^*|\psi_{ik}\rangle=g$. Second-order perturbation theory connects the two pair states by two paths. In one the up electron scatters first and emits the phonon $-q$, which the down electron absorbs; in the other the down electron emits the phonon $q$, which the up electron absorbs. All electron energies are zero, so each intermediate state lies $\omega_{q\nu}$ above the initial one and each path contributes $-g\bar g/\omega_{q\nu}$. The operator is $c^\dagger_{jk'\uparrow}c_{ik\uparrow}c^\dagger_{j,-k'\downarrow}c_{i,-k\downarrow}=+\,b^\dagger_{jk'}b_{ik}$, since $c_{ik\uparrow}$ is moved past two fermion operators. The effective term is $-W_{jk',ik}\,b^\dagger_{jk'}b_{ik}$ with
\begin{equation}
W_{jk',ik}=\sum_{q\nu}\frac{2\,|\langle\psi_{jk'}|\delta V_{q\nu}|\psi_{ik}\rangle|^2}{\omega_{q\nu}}\ge0 ,
\end{equation}
where momentum conservation leaves one $q$. Diagonalizing two electrons and two phonon modes in Fock space at $|g|/\omega=0.01$ gives an attractive amplitude $1.9996\,|g|^2/\omega$, within the relative order $|g|^2/\omega^2$ of the factor 2.

Hermiticity gives $\langle\psi_{ik}|\delta V_{-q\nu}|\psi_{jk'}\rangle=\langle\psi_{jk'}|\delta V_{q\nu}|\psi_{ik}\rangle^*$. Relabelling $q\to-q$ in the sum and using $\omega_{-q\nu}=\omega_{q\nu}$ yields $W_{ik,jk'}=W_{jk',ik}$. Now form
\begin{equation}
Q_{ij}=\sum_{kk'}\delta(\xi_{ik})\,W_{jk',ik}\,\delta(\xi_{jk'}) ,
\end{equation}
the total weight for scattering out of band $i$ into band $j$. Exchanging the names of $k$ and $k'$ and using the symmetry of $W$ gives $Q_{ij}=Q_{ji}$. The constant $V_{ij}/N_c$ in \eqref{H} is the average of $W$ over both Fermi sheets, and $\sum_k\delta(\xi_{ik})=N_cN_i$, so
\begin{equation}
\frac{V_{ij}}{N_c}=\frac{Q_{ij}}{N_cN_i\,N_cN_j},\qquad
\lambda_{ij}=V_{ij}N_j=\frac{Q_{ij}}{N_cN_i},\qquad
N_1\lambda_{12}=\frac{Q_{12}}{N_c}=\frac{Q_{21}}{N_c}=N_2\lambda_{21}.
\end{equation}
The coupling $\lambda_{ij}$ is a weight per initial state of band $i$; multiplied by the number of such states it is a total weight, which is the same in both directions. The proof holds for any smeared $\delta$ function used on both sides. A two-orbital chain of 60 cells with displacement-dependent hopping tests this from real-space matrix elements: $N_1=0.172$ and $N_2=0.531\ \mathrm{eV}^{-1}$, $\lambda_{12}=0.2530$ and $\lambda_{21}=0.0819$, and both products equal $0.04354\ \mathrm{eV}^{-1}$. When $D_n$ is kept real but made non-Hermitian, $g\bar g=|g|^2$ survives while $N_1\lambda_{12}/N_2\lambda_{21}$ falls to $0.144$, so Hermiticity is the property that carries the relation.

Extending the Fermi-surface value of $W$ as a constant over a shell of the order of the phonon energy is the weak-coupling approximation. It leaves out retardation and mass renormalization, and these are not small corrections: in one band mass renormalization changes the exponent from $-1/\lambda$ to about $-(1+\lambda)/\lambda$, a factor $e$ in $T_c$ by itself, so \eqref{tc} fed with computed phonon couplings overestimates $T_c$ several times. A Hermitian repulsion acting within the shell may be subtracted from $V_{ij}$; \eqref{recip} still holds and the elements may then be negative. The screened Coulomb repulsion extends to electronic energies far beyond $\omega_c$, so what enters the shell is the reduced pseudopotential $\mu^*_{ij}$, which also obeys \eqref{recip}, and not the bare $\mu_{ij}$; pairing can occur even when $\lambda-\mu$ has no positive eigenvalue.

\section{Properties of $\lambda$ and $F$ used by both derivations}

Let $\hat N=\mathrm{diag}(N_1,N_2)$ and $S=\hat N^{1/2}V\hat N^{1/2}$, which is Hermitian because $V$ is. Then
\begin{equation}
\lambda=V\hat N=\hat N^{-1/2}S\,\hat N^{1/2}.
\label{sim}
\end{equation}
Similar matrices share their eigenvalues, so those of $\lambda$ are real, and $x^\dagger Sx\le\Lambda\,x^\dagger x$ for every vector $x$, as expansion in the orthonormal eigenvectors of $S$ shows. The characteristic equation $(\lambda_{11}-\Lambda)(\lambda_{22}-\Lambda)=\lambda_{12}\lambda_{21}$ has the roots
\begin{equation}
\Lambda_\pm=\frac{\lambda_{11}+\lambda_{22}}2\pm\sqrt{\frac{(\lambda_{11}-\lambda_{22})^2}{4}+\lambda_{12}\lambda_{21}},\qquad \lambda_{12}\lambda_{21}=|V_{12}|^2N_1N_2\ge0,
\label{roots}
\end{equation}
and $\Lambda=\Lambda_+$. The reciprocity relation gives $\lambda_{12}\lambda_{21}\ge0$ and so guarantees that the square root is real.

Three monotonicity facts are needed. (a) $F(\Delta,T)<F(0,T)$ for $\Delta\ne0$, because $\frac{d}{dx}\frac{\tanh x}{x}=\frac{2x-\sinh2x}{2x^2\cosh^2x}<0$ and $E>\xi$. (b) $|\Delta|F(\Delta,T)$ increases with $|\Delta|$, because $\partial E/\partial|\Delta|=|\Delta|/E$ gives
\begin{equation}
\frac{\partial}{\partial|\Delta|}\Big[\frac{|\Delta|}{E}\tanh\frac{E}{2T}\Big]=\frac{\xi^2}{E^3}\tanh\frac E{2T}+\frac{|\Delta|^2}{2TE^2}\,\mathrm{sech}^2\frac E{2T}>0,
\end{equation}
and it is bounded by $\omega_c$ because the bracket is at most one. (c) $F_0(T)\equiv F(0,T)=\int_0^{\omega_c/2T}dx\,\tanh x/x$ decreases strictly from $\infty$ at $T\to0$ to $0$ at $T\to\infty$, since the integrand is positive and behaves as $1/x$ at large $x$. Hence $\Lambda F_0(T)=1$ has exactly one root for $\Lambda>0$ and none otherwise.

To evaluate $F_0$, integrate by parts with $X=\omega_c/2T$:
\begin{equation}
F_0=\ln X\tanh X-\int_0^X\!dx\,\ln x\,\mathrm{sech}^2x .
\end{equation}
With $\mathrm{sech}^2x=4\sum_{n\ge1}(-1)^{n+1}n\,e^{-2nx}$, termwise integration for $s>1$ gives $I(s)=\int_0^\infty x^s\mathrm{sech}^2x\,dx=2^{1-s}\Gamma(s+1)\eta(s)$, where $\eta(s)=\sum_n(-1)^{n+1}n^{-s}$. Both sides are analytic for $\mathrm{Re}\,s>-1$, so the identity holds at $s=0$, where $\eta(0)=\tfrac12$, $\eta'(0)=\tfrac12\ln(\pi/2)$ and $\Gamma'(1)=-\gamma$. Then $I(0)=1$ and $I'(0)=-\ln2-\gamma+\ln(\pi/2)=-\ln(4e^\gamma/\pi)$. An integral cut off at $W\to\infty$ thus tends to $\ln(W/2T)+\ln(4e^\gamma/\pi)=\ln(2e^\gamma W/\pi T)$. Subtracting the part from $\omega_c$ to $W$, with $\tanh(\xi/2T)=1-2\sum_{n\ge1}(-1)^{n+1}e^{-n\xi/T}$, gives the exact form
\begin{equation}
F_0(T)=\ln\frac{2e^\gamma\omega_c}{\pi T}+2\sum_{n\ge1}(-1)^{n+1}E_1\!\Big(\frac{n\omega_c}{T}\Big),\qquad E_1(y)=\int_y^\infty\!\frac{e^{-t}}t\,dt ,
\label{F0}
\end{equation}
which the program tests against direct quadrature at three temperatures. The sum is of order $(2T/\omega_c)e^{-\omega_c/T}$; dropping it in $\Lambda F_0=1$ gives the second form in \eqref{tc}. At $T=0$, $F=\int_0^{\omega_c}d\xi/E=\operatorname{arsinh}(\omega_c/|\Delta|)$.

\section{First derivation: the variational grand potential}

\subsection{The bound}

Let $\rho=e^{-(H-\Omega)/T}$ and $\rho_0=e^{-(H_0-\Omega_0)/T}$ be normalized density matrices with eigenvalues $q_b$, $p_a$ and eigenvectors $|b\rangle$, $|a\rangle$. From $\ln y\ge1-1/y$ follows $p\ln(p/q)\ge p-q$, so
\begin{equation}
\mathrm{Tr}\,\rho_0(\ln\rho_0-\ln\rho)=\sum_{ab}|\langle a|b\rangle|^2p_a\ln\frac{p_a}{q_b}\ge\sum_{ab}|\langle a|b\rangle|^2(p_a-q_b)=1-1=0 .
\end{equation}
Inserting the logarithms gives the Bogoliubov inequality $\Omega\le\Omega_t\equiv\Omega_0+\langle H-H_0\rangle_0$. The best mean-field state minimizes $\Omega_t$ over a family of solvable $H_0$.

\subsection{The trial state}

Let $k$ stand for the pair level $(i,k)$, write $n_k$ for the number of electrons in its two modes, and take
\begin{equation}
H_0=\sum_k\big[\tilde\xi_kn_k-\Delta_kb_k^\dagger-\Delta_k^*b_k\big]
\end{equation}
with free parameters $\tilde\xi_k$, $\Delta_k$. One level has four states. The two singly occupied ones have energy $\tilde\xi$. The empty and the doubly occupied state mix through the matrix with diagonal $(0,2\tilde\xi)$ and off-diagonal elements $-\Delta^*$, $-\Delta$, whose eigenvalues are $\tilde\xi\pm E$ with $E^2=\tilde\xi^2+|\Delta|^2$. The partition function is $e^{-\tilde\xi/T}[2+2\cosh(E/T)]=e^{-\tilde\xi/T}[2\cosh(E/2T)]^2$, so the level contributes
\begin{equation}
\omega_k=\tilde\xi_k-2T\ln\big[2\cosh(E_k/2T)\big],\qquad \partial\omega_k/\partial E_k=-\tanh(E_k/2T).
\end{equation}
The derivative of a grand potential with respect to a parameter is the average of the derivative of the Hamiltonian. With $\partial E/\partial\tilde\xi=\tilde\xi/E$ and $\partial E/\partial\Delta^*=\Delta/2E$,
\begin{equation}
\bar n_k=\frac{\partial\omega_k}{\partial\tilde\xi_k}=1-\frac{\tilde\xi_k}{E_k}\tanh\frac{E_k}{2T},\qquad
\beta_k\equiv\langle b_k\rangle_0=-\frac{\partial\omega_k}{\partial\Delta_k^*}=\frac{\Delta_k}{2E_k}\tanh\frac{E_k}{2T}.
\label{beta}
\end{equation}
Different levels involve disjoint modes and enter $H_0$ through commuting even operators, so $\rho_0$ is a product and $\langle b_k^\dagger b_{k'}\rangle_0=\beta_k^*\beta_{k'}$ exactly for $k\ne k'$. Writing $v_{kk'}=V_{ij}/N_c$ with $v_{kk}=0$,
\begin{equation}
\Omega_t=\sum_k\big[\omega_k+(\xi_k-\tilde\xi_k)\bar n_k+\Delta_k^*\beta_k+\Delta_k\beta_k^*\big]-\sum_{kk'}v_{kk'}\beta_k^*\beta_{k'} .
\end{equation}

\subsection{Stationarity}

In the variation, $\delta\omega_k=\bar n_k\delta\tilde\xi_k-\beta_k\delta\Delta_k^*-\beta_k^*\delta\Delta_k$ cancels the terms from the explicit $\tilde\xi_k$, $\Delta_k^*$ and $\Delta_k$. What remains is
\begin{equation}
\delta\Omega_t=\sum_k\Big[(\xi_k-\tilde\xi_k)\,\delta\bar n_k+\Big(\Delta_k-\sum_{k'}v_{kk'}\beta_{k'}\Big)\delta\beta_k^*+\Big(\Delta_k-\sum_{k'}v_{kk'}\beta_{k'}\Big)^{\!*}\delta\beta_k\Big],
\end{equation}
where $v_{k'k}=v_{kk'}^*$ was used in the last term. By \eqref{beta} the vector $(1-\bar n,\,2\,\mathrm{Re}\beta,\,2\,\mathrm{Im}\beta)$ is parallel to $(\tilde\xi,\mathrm{Re}\Delta,\mathrm{Im}\Delta)$ and has length $\tanh(E/2T)$, which has a positive slope in $E$ at $T>0$. The map has a nonzero Jacobian, so $\delta\bar n_k$ and $\delta\beta_k$ are independent, and
\begin{equation}
\tilde\xi_k=\xi_k,\qquad \Delta_k=\sum_{k'}v_{kk'}\frac{\Delta_{k'}}{2E_{k'}}\tanh\frac{E_{k'}}{2T}.
\label{general}
\end{equation}
The program tests \eqref{general} on three levels by minimizing $\Omega_t$ built from explicit Fock-space matrices over all six parameters. Both roads give the gaps $(1.204,\,1.172,\,-0.943)$ in model units, and the minimum lies above the exact $\Omega$ and below the normal trial state.

For the interaction in \eqref{H} the right side of \eqref{general} depends on $k$ only through the band index, up to the omitted term of order $1/N_c$. Define
\begin{equation}
B_j=\frac1{N_c}\sum_{k'}\beta_{jk'}=N_j\int_{-\omega_c}^{\omega_c}\!d\xi\,\frac{\Delta_j}{2E}\tanh\frac E{2T}=N_j\Delta_jF_j,\qquad F_j\equiv F(\Delta_j,T),
\end{equation}
where the even integrand cancels the factor $\tfrac12$. Then $\Delta_i=\sum_jV_{ij}B_j=\sum_j\lambda_{ij}\Delta_jF_j$, which is \eqref{gap}. The chemical potential needs no adjustment, because $1-\bar n$ is odd in $\xi$ and $N_i$ is constant. With $\tilde\xi=\xi$ and one gap per band, the potential per cell relative to the normal state is
\begin{align}
\Omega(\Delta_1,\Delta_2)&=-4T\sum_iN_i\int_0^{\omega_c}\!d\xi\,\ln\frac{\cosh(E_i/2T)}{\cosh(\xi/2T)}+2\,\mathrm{Re}\sum_i\Delta_i^*B_i-\sum_{ij}B_i^*V_{ij}B_j ,
\label{Om}\\
\delta\Omega&=2\,\mathrm{Re}\sum_i\Big(\Delta_i-\sum_jV_{ij}B_j\Big)^{\!*}\delta B_i .
\label{dOm}
\end{align}
The map $\Delta_i\to B_i$ keeps the phase and, by fact (b), is increasing in modulus, so the stationary points of \eqref{Om} are exactly the solutions of \eqref{gap}.

\subsection{No solution at or above $T_c$}

Multiply \eqref{gap} by $B_i^*=N_iF_i\Delta_i^*$ and sum over $i$. With $z_i=B_i/\sqrt{N_i}$,
\begin{equation}
\sum_iN_iF_i|\Delta_i|^2=\sum_{ij}B_i^*V_{ij}B_j=z^\dagger Sz\le\Lambda\,z^\dagger z=\Lambda\sum_iN_iF_i^2|\Delta_i|^2 ,
\end{equation}
that is $\sum_iN_iF_i|\Delta_i|^2(1-\Lambda F_i)\le0$. A nonzero solution needs $\Lambda F_i\ge1$ in at least one band with $\Delta_i\neq0$. This is impossible for $\Lambda\le0$, and for $\Lambda>0$ fact (a) turns it into $\Lambda F_0(T)>1$. By fact (c), only $\Delta=0$ solves the full nonlinear equations at $T\ge T_c$.

\subsection{A solution below $T_c$}

Expand \eqref{Om} to second order. The function $\ln\cosh(E/2T)$ is smooth in $E^2=\xi^2+|\Delta|^2$, also at $\xi=0$, with derivative $\tanh(E/2T)/4TE$ with respect to $E^2$. To first order in $|\Delta|^2$ the logarithm is therefore $\tanh(\xi/2T)\,|\Delta|^2/4T\xi$, so the first term is $-N_iF_0|\Delta_i|^2$; the second is $+2N_iF_0|\Delta_i|^2$; in the third $B_i=N_iF_0\Delta_i$. With $x_i=\sqrt{N_i}\,\Delta_i$,
\begin{equation}
\Omega^{(2)}=F_0\,x^\dagger(1-F_0S)\,x .
\label{Om2}
\end{equation}
Along the top eigenvector of $S$ this is $F_0(1-\Lambda F_0)\,x^\dagger x$, negative for $T<T_c$. It remains to show that the minimum is at finite gaps. Changing $|\Delta_i|$ at fixed phase, \eqref{dOm} and $|B_j|\le N_j\omega_c$ give $\partial\Omega/\partial|\Delta_i|\ge2\,\frac{d|B_i|}{d|\Delta_i|}\big(|\Delta_i|-\sum_j|V_{ij}|N_j\omega_c\big)$. On the closed region $|\Delta_i|\le R_i$, with $R_i$ above $\sum_j|V_{ij}|N_j\omega_c$, the continuous $\Omega$ attains a minimum. It is not on the boundary, where an inward step lowers $\Omega$, and it is not at the origin, where $\Omega=0$ while negative values exist nearby. It is therefore a nonzero solution of \eqref{gap} that lies below the normal state, and \eqref{tc} is proved.

The transition is continuous in this model. The solutions stay in a bounded region, any limit point as $T\to T_c^-$ solves \eqref{gap} at $T_c$, and there only zero does. Dividing \eqref{gap} by the length of $\Delta$ and taking the same limit, the direction $d$ obeys $d=F_0(T_c)\lambda d$, that is $\lambda d=\Lambda d$. Its first row gives, for $V_{12}\neq0$,
\begin{equation}
\frac{\Delta_2}{\Delta_1}\to\frac{\Lambda-\lambda_{11}}{\lambda_{12}}\qquad(T\to T_c^-).
\label{ratio}
\end{equation}
The program locates the temperature at which the finite-difference Hessian of \eqref{Om} acquires a zero eigenvalue. For twelve random two- and three-band cases it agrees with the root of $\Lambda F_0(T)=1$, the first form in \eqref{tc}, to $1\times10^{-7}$ relative to $T_c$. For randomly drawn $V=-RR^T$, which has no positive eigenvalue and so gives $\Lambda\le0$, the Hessian is positive at the low temperature tested. Nothing in this section except \eqref{ratio} used the number of bands.

The variational derivation has established the gap equations \eqref{gap} and the critical temperature \eqref{tc}, with only the zero solution at or above $T_c$ and a paired state of lower grand potential below it. What remains is the second derivation, from equations of motion and the pair susceptibility, followed by a comparison of the assumptions, the consequences and limits, and a worked example.
